# Why weak repulsion makes a barrier in a one-dimensional wire opaque: test program

```python
"""
Result under test: a barrier in a wire of weakly repelling spinless fermions obeys
    dT/dl = -2 alpha T (1 - T),   alpha = [V(0) - V(2 kF)] / (2 pi v),
    T(l) = T0 exp(-2 alpha l) / (1 - T0 + T0 exp(-2 alpha l)),
to leading logarithmic order.
T: transmission, T0: bare transmission, l = ln(cutoff / energy from Fermi level),
V(q): Fourier transform of the interaction, v: Fermi velocity, kF: Fermi wavenumber.
Lattice units: hopping = 1, spacing = 1, hbar = 1; band energy -2 cos k, v = 2 sin k.
Nearest-neighbour repulsion U gives V(q) = 2 U cos q.  The barrier is one site energy.
"""
import numpy as np
from scipy.constants import e as e_charge, h as planck
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.special import expit

KF = np.pi / 3
VF = 2 * np.sin(KF)


def alpha_of(u, kf):
    return 2 * u * (1 - np.cos(2 * kf)) / (2 * np.pi * 2 * np.sin(kf))


def barrier_for(trans):
    return VF * np.sqrt((1 - trans) / trans)


def reflection(k, w):
    return -1j * w / (2 * np.sin(k) + 1j * w)


# ---------- density matrix change caused by the barrier ----------
def density_table(w, m_max, panels=500, order=24):
    """C[m] = (1/pi) int_0^kF r(k) exp(i k m) dk; its real part is delta P."""
    node, weight = np.polynomial.legendre.leggauss(order)
    width = KF / panels
    k = (width * (np.arange(panels)[:, None] + 0.5 * (node + 1))).ravel()
    f = np.tile(0.5 * width * weight, panels) * reflection(k, w) / np.pi
    turn = np.exp(1j * k)
    table = np.empty(m_max + 1, complex)
    for m in range(m_max + 1):
        table[m] = f.sum()
        f *= turn
    return table


REACH = 10000
BARE = (0.9, 0.5, 0.1)
tables = {T0: density_table(barrier_for(T0), 2 * REACH + 2) for T0 in BARE}

# Compare with diagonalization of a long open chain at a small temperature,
# which removes the influence of its far ends.
half_chain, temperature = 600, 0.006
site_energy = np.zeros(2 * half_chain + 1)
site_energy[half_chain] = barrier_for(0.5)
levels, states = eigh_tridiagonal(site_energy, -np.ones(2 * half_chain))
occupation = expit(-(levels + 2 * np.cos(KF)) / temperature)
density_error = 0.0
for x in range(0, 11):
    row = states[half_chain + x]
    following = states[half_chain + x + 1]
    dn = np.sum(occupation * row**2) - KF / np.pi
    dp = np.sum(occupation * row * following) - np.sin(KF) / np.pi
    density_error = max(density_error,
                        abs(dn - tables[0.5][2 * x].real),
                        abs(dp - tables[0.5][2 * x + 1].real))
assert density_error < 5e-4

# Long-distance Friedel law
far = np.arange(200, 401)
r_fermi = reflection(KF, barrier_for(0.5))
friedel = abs(r_fermi) * np.sin(2 * KF * far + np.angle(r_fermi)) / (2 * np.pi * far)
friedel_amplitude = abs(r_fermi) / (2 * np.pi)
friedel_error = np.max(far * abs(tables[0.5][2 * far].real - friedel)) / friedel_amplitude
assert friedel_error < 0.02


# ---------- first-order scattering from the Hartree and exchange potentials ----------
def taper(x):
    s = np.clip((abs(x) - REACH / 2) / (REACH / 2 - 2), 0, 1)
    return np.cos(np.pi * s / 2) ** 2


def first_order_change(table, w, k, shift):
    """Hartree and exchange parts of delta T per unit U at wavenumber k."""
    x = np.arange(-REACH, REACH + 1)
    f = (table * np.exp(1j * shift)).real
    density = f[2 * abs(x)]
    hartree = np.zeros(len(x))
    hartree[1:-1] = density[:-2] + density[2:]
    exchange = -f[abs(x[:-1]) + abs(x[1:])]
    r = reflection(k, w)
    t = 1 + r
    wave = np.exp(1j * k * x)
    from_left = np.where(x >= 0, t * wave, wave + r / wave)
    from_right = from_left[::-1]
    velocity = 2 * np.sin(k)
    dt_h = np.sum(taper(x) * hartree * from_left * from_right) / (1j * velocity)
    pair = from_right[:-1] * from_left[1:] + from_right[1:] * from_left[:-1]
    dt_x = np.sum(taper(x[:-1] + 0.5) * exchange * pair) / (1j * velocity)
    return np.array([2 * (np.conj(t) * dt_h).real, 2 * (np.conj(t) * dt_x).real])


def log_slope(T0, shift=0.0, near=0.002, away=0.008):
    """Change of delta T per unit of ln(1/|k-kF|)."""
    w = barrier_for(T0)
    value = [0.5 * (first_order_change(tables[T0], w, KF + d, shift)
                    + first_order_change(tables[T0], w, KF - d, shift))
             for d in (near, away)]
    return (value[0] - value[1]) / np.log(away / near)


slope_rows = []
for T0 in BARE:
    measured = log_slope(T0)
    unit = 2 * T0 * (1 - T0) / (2 * np.pi * VF)
    predicted = np.array([2 * np.cos(2 * KF) * unit, -2 * unit])
    # tolerance: corrections proportional to |k-kF| at the finite distances used
    assert np.all(abs(measured / predicted - 1) < 0.04), (T0, measured, predicted)
    total = -2 * alpha_of(1.0, KF) * T0 * (1 - T0)
    assert abs(measured.sum() / total - 1) < 0.04
    slope_rows.append((T0, measured[0], measured[1], measured.sum(), total))

natural = log_slope(0.5).sum()
quarter = log_slope(0.5, np.pi / 2).sum() / natural
opposite = log_slope(0.5, np.pi).sum() / natural
assert abs(quarter) < 0.05
assert abs(opposite + 1) < 0.05


# ---------- Luttinger parameter from first-order ring energies ----------
def ring_energy(number, length, flux, u):
    k = 2 * np.pi / length * (np.arange(number) - (number - 1) / 2) + flux / length
    bond = np.exp(1j * k).sum() / length
    return -2 * np.cos(k).sum() + u * length * ((number / length) ** 2 - abs(bond) ** 2)


def luttinger_k(number, length, u):
    centre = ring_energy(number, length, 0.0, u)
    charge = (ring_energy(number + 2, length, 0.0, u)
              + ring_energy(number - 2, length, 0.0, u) - 2 * centre) / 4
    flux = 0.5
    stiffness = (ring_energy(number, length, flux, u)
                 + ring_energy(number, length, -flux, u) - 2 * centre) / flux**2
    return np.pi * np.sqrt(stiffness / charge)


ring_n, ring_l, du = 201, 600, 0.01
k_slope = (luttinger_k(ring_n, ring_l, du) - luttinger_k(ring_n, ring_l, -du)) / (2 * du)
k_expected = -alpha_of(1.0, np.pi * ring_n / ring_l)
assert abs(k_slope / k_expected - 1) < 0.01


# ---------- cutoff-ordered Hartree-Fock flow of a half-filled interacting chain ----------
def flowed_transmission(u, w, half):
    """All site energies and bonds flow as the imaginary-frequency cutoff is lowered.
    The interaction is switched off smoothly towards two free leads."""
    n = 2 * half + 1
    place = abs(np.arange(n - 1) - half + 0.5) / (half + 0.5)
    u_bond = u * np.cos(np.pi * place / 2) ** 2

    def left_green(freq, site, hop):
        lead = 0.5j * (freq - np.sqrt(freq**2 + 4))
        diagonal = (1j * freq - site).tolist()
        g = 1 / (diagonal[0] - lead)
        out = [g]
        for d, h2 in zip(diagonal[1:], (hop**2).tolist()):
            g = 1 / (d - h2 * g)
            out.append(g)
        return lead, np.array(out)

    def rate(log_freq, y):
        site, hop = y[:n], y[n:]
        freq = np.exp(log_freq)
        lead, left = left_green(freq, site, hop)
        from_left = np.concatenate(([lead], hop**2 * left[:-1]))
        green = 1 / (1j * freq - site - from_left - from_left[::-1])
        green_bond = green[:-1] * hop * left[::-1][1:]
        d_site = np.zeros(n)
        d_site[:-1] -= u_bond * green.real[1:]
        d_site[1:] -= u_bond * green.real[:-1]
        return freq / np.pi * np.concatenate((d_site, u_bond * green_bond.real))

    y = np.concatenate((np.zeros(n), -np.ones(n - 1)))
    y[half] = w
    start, stop = np.log(100.0), np.log(0.02 / n)
    steps = int(np.ceil((start - stop) / 0.1))
    s = (stop - start) / steps
    for i in range(steps):
        z = start + i * s
        a = rate(z, y)
        b = rate(z + s / 2, y + s / 2 * a)
        c = rate(z + s / 2, y + s / 2 * b)
        d = rate(z + s, y + s * c)
        y = y + s / 6 * (a + 2 * b + 2 * c + d)
    site, hop = y[:n], y[n:]
    lead, left = left_green(0.0, site, hop)
    last = 1 / (-site[-1] - hop[-1] ** 2 * left[-2] - lead)
    return 4 * abs(np.prod(left[:-1] * hop) * last) ** 2


assert abs(flowed_transmission(0.0, 2.0, 20) - 0.5) < 1e-9

SHORT, LONG = 64, 1024
log_size = np.log((LONG + 0.5) / (SHORT + 0.5))
U_WEAK, U_STRONG = 0.2, 0.4
flow_rows = []
for w in (0.4, 1.5, 5.0):
    ratio = {}
    for u in (U_WEAK, U_STRONG):
        t_short = flowed_transmission(u, w, SHORT)
        t_long = flowed_transmission(u, w, LONG)
        growth = np.log((1 - t_long) / t_long) - np.log((1 - t_short) / t_short)
        ratio[u] = growth / (2 * alpha_of(u, np.pi / 2) * log_size)
    limit = 2 * ratio[U_WEAK] - ratio[U_STRONG]
    # remaining error: second order in U and inverse chain length
    assert abs(limit - 1) < 0.06, (w, ratio, limit)
    flow_rows.append((w, t_short, t_long, growth, ratio[U_WEAK], ratio[U_STRONG], limit))

growths = np.array([row[3] for row in flow_rows])
mean_growth = growths.mean()
spread = np.ptp(growths) / mean_growth
# What an unresummed first-order law would give from the same starting points
starts = np.array([row[1] for row in flow_rows])
linear_end = starts - mean_growth * starts * (1 - starts)
linear_growth = np.log((1 - linear_end) / linear_end) - np.log((1 - starts) / starts)
linear_spread = np.ptp(linear_growth) / mean_growth
assert spread < 0.25
assert linear_spread > 2 * spread

# ---------- closed solution and worked example ----------
U_EXAMPLE = 0.5
alpha = alpha_of(U_EXAMPLE, KF)


def solution(T0, l):
    q = T0 * np.exp(-2 * alpha * l)
    return q / (1 - T0 + q)


def integrate_flow(T0, l):
    run = solve_ivp(lambda _, y: -2 * alpha * y * (1 - y), (0, l), [T0],
                    rtol=1e-10, atol=1e-13)
    return run.y[0, -1]


decades = (1, 2, 4, 6, 8)
example = {}
for T0 in (0.99, 0.9, 0.5, 0.1):
    example[T0] = [solution(T0, d * np.log(10)) for d in decades]
    for d, value in zip(decades, example[T0]):
        assert abs(integrate_flow(T0, d * np.log(10)) - value) < 1e-7
half_energy = {}
for T0 in (0.99, 0.9):
    half_energy[T0] = ((1 - T0) / T0) ** (1 / (2 * alpha))
    assert abs(integrate_flow(T0, -np.log(half_energy[T0])) - 0.5) < 1e-7

print("LATTICE UNITS: hopping = 1, spacing = 1, hbar = 1")
print(f"kF = {KF:.4f}, Fermi velocity = {VF:.4f}")
print(f"density matrix, largest error against diagonalization = {density_error:.1e}")
print(f"Friedel amplitude |r|/(2 pi) at T0=0.5 = {friedel_amplitude:.4f}")
print(f"Friedel law, largest relative error for x=200..400 = {friedel_error:.1e}")
print("FIRST ORDER: d(delta T)/d ln(1/|k-kF|) per unit U")
for T0, hartree, exchange, total, law in slope_rows:
    print(f"T0={T0}: Hartree {hartree:+.4f}, exchange {exchange:+.4f}, "
          f"sum {total:+.4f}, law {law:+.4f}")
print(f"oscillation shifted by quarter period: slope ratio = {quarter:+.3f}")
print(f"oscillation shifted by half period: slope ratio = {opposite:+.3f}")
print(f"ring of {ring_l} sites, {ring_n} fermions: dK/dU = {k_slope:.4f}, "
      f"-alpha/U = {k_expected:.4f}")
print("CUTOFF-ORDERED HARTREE-FOCK FLOW, half filling")
print(f"chain lengths = {2*SHORT+1} and {2*LONG+1} sites, log of ratio = {log_size:.3f}")
print(f"alpha at U={U_WEAK}: {alpha_of(U_WEAK, np.pi/2):.4f}; "
      f"at U={U_STRONG}: {alpha_of(U_STRONG, np.pi/2):.4f}")
for w, ts, tl, g, r1, r2, lim in flow_rows:
    print(f"barrier {w}, U={U_STRONG}: T short {ts:.4f}, T long {tl:.4f}, "
          f"growth of ln(R/T) {g:.4f}")
    print(f"   growth/(2 alpha log): U={U_WEAK} {r1:.3f}, U={U_STRONG} {r2:.3f}, "
          f"U->0 {lim:.3f}")
print(f"relative spread of growth over barriers = {spread:.3f}")
print(f"same spread if first order were not resummed = {linear_spread:.3f}")
print(f"WORKED EXAMPLE: U = {U_EXAMPLE}, kF = pi/3")
print(f"V(0) = {2*U_EXAMPLE:.3f}, V(2kF) = {2*U_EXAMPLE*np.cos(2*KF):.3f}")
print(f"alpha = {alpha:.4f}, exponent 2 alpha = {2*alpha:.4f}")
print("T at energy/D = " + ", ".join(f"1e-{d}" for d in decades))
for T0, values in example.items():
    print(f"T0={T0}: " + ", ".join(f"{value:.4f}" for value in values))
for T0, energy in half_energy.items():
    print(f"T0={T0}: half transmission at energy/D = {energy:.2e}")
conductance = example[0.9][2]
print(f"T0=0.9, energy/D=1e-4: conductance = {conductance:.4f} e^2/h "
      f"= {conductance*e_charge**2/planck*1e6:.2f} microsiemens")
print("done: every assertion held")
```

Running it gives:

```
LATTICE UNITS: hopping = 1, spacing = 1, hbar = 1
kF = 1.0472, Fermi velocity = 1.7321
density matrix, largest error against diagonalization = 7.6e-05
Friedel amplitude |r|/(2 pi) at T0=0.5 = 0.1125
Friedel law, largest relative error for x=200..400 = 1.0e-03
FIRST ORDER: d(delta T)/d ln(1/|k-kF|) per unit U
T0=0.9: Hartree -0.0165, exchange -0.0330, sum -0.0496, law -0.0496
T0=0.5: Hartree -0.0459, exchange -0.0918, sum -0.1378, law -0.1378
T0=0.1: Hartree -0.0165, exchange -0.0331, sum -0.0496, law -0.0496
oscillation shifted by quarter period: slope ratio = -0.004
oscillation shifted by half period: slope ratio = -1.000
ring of 600 sites, 201 fermions: dK/dU = -0.2765, -alpha/U = -0.2765
CUTOFF-ORDERED HARTREE-FOCK FLOW, half filling
chain lengths = 129 and 2049 sites, log of ratio = 2.765
alpha at U=0.2: 0.0637; at U=0.4: 0.1273
barrier 0.4, U=0.4: T short 0.9023, T long 0.8307, growth of ln(R/T) 0.6318
   growth/(2 alpha log): U=0.2 0.944, U=0.4 0.897, U->0 0.991
barrier 1.5, U=0.4: T short 0.3893, T long 0.2484, growth of ln(R/T) 0.6568
   growth/(2 alpha log): U=0.2 0.960, U=0.4 0.933, U->0 0.988
barrier 5.0, U=0.4: T short 0.0521, T long 0.0272, growth of ln(R/T) 0.6743
   growth/(2 alpha log): U=0.2 0.977, U=0.4 0.958, U->0 0.996
relative spread of growth over barriers = 0.065
same spread if first order were not resummed = 0.721
WORKED EXAMPLE: U = 0.5, kF = pi/3
V(0) = 1.000, V(2kF) = -0.500
alpha = 0.1378, exponent 2 alpha = 0.2757
T at energy/D = 1e-1, 1e-2, 1e-4, 1e-6, 1e-8
T0=0.99: 0.9813, 0.9653, 0.8866, 0.6871, 0.3816
T0=0.9: 0.8267, 0.7166, 0.4154, 0.1664, 0.0531
T0=0.5: 0.3464, 0.2193, 0.0732, 0.0217, 0.0062
T0=0.1: 0.0556, 0.0303, 0.0087, 0.0025, 0.0007
T0=0.99: half transmission at energy/D = 5.76e-08
T0=0.9: half transmission at energy/D = 3.45e-04
T0=0.9, energy/D=1e-4: conductance = 0.4154 e^2/h = 16.09 microsiemens
done: every assertion held
```
